# How large are field, fine and hyperfine energies in hydrogen?

**Question.** A hydrogen atom is placed in a magnetic field of 1 T or an electric field of 10 kV/cm. What are the natural atomic units for these two fields? In what order of size do the Zeeman, Stark, diamagnetic, fine-structure and hyperfine energies stand, and how does the order change with the fields?

**Answer.** The order depends on the level, so $n=1$ and $n=2$ are treated separately. The size of a term means here the largest absolute shift it gives to any sublevel when it acts alone, at its lowest nonvanishing order. The proton is a fixed point, the electron has $g=2$, and the Lamb shift is left out. In real hydrogen the Lamb shift is about $1.2\times10^{-6}\,E_h$ in 1s and $1.6\times10^{-7}\,E_h$ in 2s, larger than the hyperfine shift of the same level.

### The units of field

Let both fields point along $z$. The electron has charge $-e$, so its energy in the electric field is $+eFz$. Without spin,

$$H=\frac{(\mathbf p+e\mathbf A)^2}{2m_e}-\frac{e^2}{4\pi\varepsilon_0 r}+eFz,\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r .$$

Measure lengths in $a_0$ and momenta in $\hbar/a_0$. The kinetic energy then carries the factor $\hbar^2/(m_ea_0^2)$ and the Coulomb energy the factor $e^2/(4\pi\varepsilon_0a_0)$. Making them equal fixes

$$a_0=\frac{4\pi\varepsilon_0\hbar^2}{m_ee^2},\qquad E_h=\frac{\hbar^2}{m_ea_0^2}=\frac{e^2}{4\pi\varepsilon_0a_0}.$$

Divide $H$ by $E_h$. The electric term becomes $(eFa_0/E_h)\,z$. In the kinetic term, $e\mathbf A$ divided by $\hbar/a_0$ is $\tfrac12(ea_0^2/\hbar)\,\mathbf B\times\mathbf r$, with $\mathbf r$ now in units of $a_0$. The fields therefore enter as $F/F_0$ and $B/B_0$, with

$$F_0=\frac{E_h}{ea_0}=\frac{27.21\ \text{V}}{5.292\times10^{-11}\ \text{m}}=5.142\times10^{11}\ \text{V/m},\qquad B_0=\frac{\hbar}{ea_0^2}=2.351\times10^{5}\ \text{T}.$$

Since $E_h=e^2/(4\pi\varepsilon_0a_0)$, $F_0$ equals $e/(4\pi\varepsilon_0a_0^2)$, the proton's field at one Bohr radius. The atomic unit of velocity is $v_0=\hbar/(m_ea_0)=E_ha_0/\hbar=e^2/(4\pi\varepsilon_0\hbar)=\alpha c$. It gives $v_0B_0=\hbar^2/(m_eea_0^3)=F_0$: on an electron moving at speed $\alpha c$ perpendicular to it, a field $B_0$ exerts a force of the same size as $F_0$ does. The quantity $F_0/c=1715$ T, the magnetic unit of another convention, is smaller than $B_0$ by the factor $\alpha$.

The laboratory fields are

$$F=\frac{10^6}{5.142\times10^{11}}=1.945\times10^{-6},\qquad B=\frac{1}{2.351\times10^5}=4.254\times10^{-6}.$$

Hartree atomic units are used from here on, with $c=1/\alpha$.

### The Hamiltonian with spin

The starting point is the Dirac equation for the two-component functions $\varphi$ and $\chi$. With the rest energy removed, $\boldsymbol\pi=\mathbf p+\mathbf A$ and potential energy $V$,

$$(E-V)\varphi=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi,\qquad (2c^2+E-V)\chi=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi .$$

At leading order $2c^2$ dominates the second bracket, so $\chi=\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi/(2c)$ and $(E-V)\varphi=\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\varphi$.

The product rule of the Pauli matrices gives $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)$. In the cross product only the mixed terms survive:

$$(\boldsymbol\pi\times\boldsymbol\pi)\varphi=-i\nabla\times(\mathbf A\varphi)-i\mathbf A\times\nabla\varphi=-i(\nabla\times\mathbf A)\varphi=-i\mathbf B\varphi ,$$

because $(\nabla\varphi)\times\mathbf A$ cancels $\mathbf A\times\nabla\varphi$. The spin term is thus $\tfrac12\boldsymbol\sigma\cdot\mathbf B=BS_z$.

For $\mathbf A=\tfrac B2(-y,x,0)$ the divergence vanishes, so $\pi^2=p^2+2\mathbf A\cdot\mathbf p+A^2$, with $2\mathbf A\cdot\mathbf p=B(xp_y-yp_x)=BL_z$ and $A^2=B^2(x^2+y^2)/4$. Hence

$$H=\frac{p^2}{2}-\frac1r+Fz+\frac B2(L_z+2S_z)+\frac{B^2}{8}(x^2+y^2).$$

### Zeeman energy: linear in $B$

The shift is $(m_l+2m_s)B/2$. Its largest value is $B/2=2.127\times10^{-6}$ for $n=1$. For $n=2$, $m_l=1$ and $m_s=\tfrac12$ give $B=4.254\times10^{-6}$. The Zeeman energy of the proton's own moment, $g_pB/(4m_p)=3.2\times10^{-9}$ (with $g_p$ and $m_p$ as in the hyperfine section), is not included. It changes the fourth digit of these values, as does the anomalous part of the electron's $g$, and it is larger than the 1s Stark and diamagnetic shifts.

### Diamagnetic energy: quadratic in $B$

For $\psi_0=e^{-r}/\sqrt\pi$, $\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3$, so $\langle x^2+y^2\rangle=2$ and the 1s shift is $B^2/4=4.525\times10^{-12}$.

For $n=2$ the radial averages are

$$\langle r^2\rangle_{2s}=\tfrac12\int_0^\infty r^4\left(1-\tfrac r2\right)^2e^{-r}dr=\tfrac12(24-120+180)=42,\qquad \langle r^2\rangle_{2p}=\tfrac1{24}\int_0^\infty r^6e^{-r}dr=30 .$$

The averages of $\sin^2\theta$ are $\tfrac23$ for 2s, $\tfrac25$ for 2p with $m_l=0$, and $\tfrac45$ for $m_l=\pm1$. Thus $\langle x^2+y^2\rangle$ is 28, 12 and 24, and the shifts are $\tfrac72B^2$, $\tfrac32B^2$ and $3B^2$. Parity and $L_z$ forbid mixing among these states. The largest shift, $6.335\times10^{-11}$, is 14 times that of 1s because the orbit is wider.

The energy shifts linear and quadratic in $B$ do not depend on the gauge, but the way the $B^2$ shift is divided between $A^2/2$ and $\mathbf A\cdot\mathbf p$ in second order does. The potential $\mathbf A'=(-By,0,0)$ describes the same field, but its term $A'^2/2$ gives 1s the energy $B^2\langle y^2\rangle/2=B^2/2$, twice the value above. The rest comes from $\mathbf A'\cdot\mathbf p=-Byp_x$ in second order. Since $\nabla\psi_0=-(\mathbf r/r)\psi_0$, it acts on 1s as $V_1\psi_0=-iB(xy/r)\psi_0$. For any function $g$,

$$(H_0-E_0)(g\psi_0)=\left[-\tfrac12\nabla^2g+\partial_rg\right]\psi_0. \tag{1}$$

The first-order function must satisfy $(H_0-E_0)\psi_1=-V_1\psi_0$. With $\nabla^2(xy)=0$ and $\partial_r(xy)=2xy/r$, the solution is $\psi_1=\tfrac{iB}2xy\,\psi_0$. Then

$$E_2=\langle V_1\psi_0|\psi_1\rangle=-\frac{B^2}{2}\left\langle\frac{x^2y^2}{r}\right\rangle=-\frac{B^2}{2}\cdot\frac{\langle r^3\rangle}{15}=-\frac{B^2}{4}.$$

Here $\langle r^3\rangle=4\int_0^\infty r^5e^{-2r}dr=\tfrac{15}2$. The factor $\tfrac1{15}$ is the angular average $b$ of $n_x^2n_y^2$ for a unit vector $\mathbf n$: squaring $n_x^2+n_y^2+n_z^2=1$ gives $3\cdot\tfrac15+6b=1$. The sum is again $B^2/4$, and this sum is what has physical meaning.

### Stark energy: quadratic in 1s, linear in $n=2$

Parity makes $\langle z\rangle$ vanish in 1s. The first-order function satisfies $(H_0-E_0)\psi_1=-Fz\psi_0$. Try $g=-F(z+zr/2)$ in equation (1). With $\nabla^2(zr)=4z/r$, $\partial_rz=z/r$ and $\partial_r(zr)=2z$, the bracket is

$$-F\left[-\frac zr+\frac zr+z\right]=-Fz,$$

as required. The energy is

$$E_2=\langle\psi_0|Fz|\psi_1\rangle=-F^2\left(\frac{\langle r^2\rangle}{3}+\frac{\langle r^3\rangle}{6}\right)=-F^2\left(1+\frac54\right)=-\frac94F^2 ,$$

which is $-8.509\times10^{-12}$.

For $n=2$, 2s and 2p are degenerate without fine structure, and the field mixes them in first order. With $\psi_{2s}=(1-\tfrac r2)e^{-r/2}/\sqrt{8\pi}$ and $\psi_{2p_0}=ze^{-r/2}/\sqrt{32\pi}$,

$$\langle2s|z|2p_0\rangle=\frac1{16\pi}\cdot\frac{4\pi}3\int_0^\infty r^4\left(1-\frac r2\right)e^{-r}dr=\frac{24-60}{12}=-3 .$$

The two mixed states shift by $\pm3F=\pm5.834\times10^{-6}$. The states with $m_l=\pm1$ have no first-order shift.

In a static electric field the electron can in principle tunnel out. On the downhill side the potential $-1/|z|-F|z|$ has its top at $|z|=F^{-1/2}$, with height $-2\sqrt F=-2.8\times10^{-3}$. The levels at $-0.5$ and $-0.125$ lie far below it, so treating them as bound is a good approximation here.

### Fine structure: order $\alpha^2$, no field needed

Set $\mathbf A=0$ and keep the next term in the small component:

$$\chi=\frac\alpha2\left[1-\frac{\alpha^2}2(E-V)\right]\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

Inserting this into the first Dirac equation gives

$$(H_0-E)\varphi=\frac{\alpha^2}4\,\boldsymbol\sigma\cdot\mathbf p\,(E-V)\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

Project on the normalized unperturbed state $\varphi_0$. The left side becomes $(E_0-E)\langle\varphi_0|\varphi\rangle$. At order $\alpha^2$, $\varphi$ and $E$ may then be replaced by $\varphi_0$ and $E_0$:

$$\delta E=-\frac{\alpha^2}{4}\left\langle\boldsymbol\sigma\cdot\mathbf p\,\varphi_0\left|E_0+\frac1r\right|\boldsymbol\sigma\cdot\mathbf p\,\varphi_0\right\rangle. \tag{2}$$

The states must have definite $j$, $m_j$ and parity. Each such combination occurs once in $n=2$, so no mixing remains. The expansion fails at $r\lesssim\alpha^2$, but the integrals in (2) converge at the origin. The numerical check diagonalizes the Dirac Hamiltonian without this expansion and agrees with all four shifts below.

**1s.** For $\varphi_0=\psi_0|{\uparrow}\rangle$, $\boldsymbol\sigma\cdot\mathbf p\,\varphi_0=-i(\boldsymbol\sigma\cdot\mathbf r/r)\psi_0'|{\uparrow}\rangle$, whose squared size is $\psi_0'^2=\psi_0^2$. With $\langle1/r\rangle=1$, $\delta E=-\tfrac{\alpha^2}4(-\tfrac12+1)=-\alpha^2/8$.

**2s.** The derivative of $(1-\tfrac r2)e^{-r/2}$ is $-(1-\tfrac r4)e^{-r/2}$, and the radial norm integral is 2. Hence

$$\delta E=-\frac{\alpha^2}{8}\int_0^\infty\left(1-\frac r4\right)^2\left(r-\frac{r^2}8\right)e^{-r}dr=-\frac{\alpha^2}8\left(1-\frac54+\frac34-\frac3{16}\right)=-\frac{5\alpha^2}{128}.$$

**2p$_{1/2}$.** Take $\varphi_0\propto\boldsymbol\sigma\cdot\mathbf r\,f|{\uparrow}\rangle$ with $f=e^{-r/2}$. The factor $\boldsymbol\sigma\cdot\mathbf r$ is a rotational scalar, so $j=\tfrac12$. Since $\mathbf rf$ has no curl, $\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\mathbf r\,f)=3f+rf'=(3-\tfrac r2)f$. The norm integral is $\int_0^\infty r^4e^{-r}dr=24$, and

$$\delta E=-\frac{\alpha^2}{96}\int_0^\infty\left(3-\frac r2\right)^2\left(r-\frac{r^2}8\right)e^{-r}dr=-\frac{\alpha^2}{96}\cdot\frac{15}4=-\frac{5\alpha^2}{128}.$$

**2p$_{3/2}$.** Take $\varphi_0\propto(x+iy)f|{\uparrow}\rangle$. The gradient of $x+iy$ produces $(\sigma_x+i\sigma_y)|{\uparrow}\rangle=0$, so only $f'=-f/2$ contributes and the squared size is $\tfrac14|\varphi_0|^2$. With $\langle1/r\rangle=\tfrac14$, $\delta E=-\tfrac{\alpha^2}{16}(-\tfrac18+\tfrac14)=-\alpha^2/128$.

With $\alpha^2=5.325\times10^{-5}$, the largest shifts are $6.656\times10^{-6}$ for $n=1$ and $2.080\times10^{-6}$ for $n=2$. The $n=2$ splitting is $\alpha^2/32=1.664\times10^{-6}$.

### Hyperfine energy: $\alpha^2$ times a mass ratio

An s electron with spin along $z$ is a magnetized cloud with magnetization of size $M(r)$. Its current density is $\nabla\times(M\hat{\mathbf z})=-M'(r)\sin\theta\,\hat{\boldsymbol\phi}$. The Biot–Savart law gives at the proton

$$B_p=\frac{\mu_0}{4\pi}\int(-M')\sin^2\theta\,dr\,d\Omega=\frac{\mu_0}{4\pi}\cdot\frac{8\pi}3M(0)=\frac23\mu_0M(0),$$

which is 16.7 T in 1s.

In atomic units $\mu_0=4\pi\alpha^2$ and the Bohr magneton is $\tfrac12$. The electron's moment is $-\mathbf S$, so its 1s density at the proton is $-\mathbf S/\pi$ and the field there is $-\tfrac83\alpha^2\mathbf S$. The proton's moment is $g_p\mathbf I/(2m_p)$, with $m_p$ in electron masses. The energy $-\boldsymbol\mu_p\cdot\mathbf B$ is

$$A_{\rm hf}\,\mathbf S\cdot\mathbf I,\qquad A_{\rm hf}=\frac43\frac{g_p}{m_p}\alpha^2=\frac43\cdot\frac{5.586}{1836}\cdot5.325\times10^{-5}=2.160\times10^{-7}.$$

Since $\mathbf S\cdot\mathbf I$ is $\tfrac14$ in the triplet and $-\tfrac34$ in the singlet, the splitting is $A_{\rm hf}$ and the largest shift $\tfrac34A_{\rm hf}=1.620\times10^{-7}$. In 2s the density at the proton is $1/(8\pi)$ instead of $1/\pi$, so the shift is one eighth of this, $2.025\times10^{-8}$. For 2p the scale is $(g_p/2m_p)\alpha^2\langle r^{-3}\rangle=3.4\times10^{-9}$, with $\langle r^{-3}\rangle=\tfrac1{24}$. The largest 2p shift, stated here without derivation, is twice this, $6.75\times10^{-9}$, one third of the 2s shift; the $n=2$ entry below is that of 2s.

### The order, and where it changes

For $n=1$:

| Term | Size | $E_h$ | eV |
|---|---|---|---|
| fine structure | $\alpha^2/8$ | $6.66\times10^{-6}$ | $1.81\times10^{-4}$ |
| Zeeman | $B/2$ | $2.13\times10^{-6}$ | $5.79\times10^{-5}$ |
| hyperfine | $3A_{\rm hf}/4$ | $1.62\times10^{-7}$ | $4.41\times10^{-6}$ |
| Stark | $9F^2/4$ | $8.51\times10^{-12}$ | $2.32\times10^{-10}$ |
| diamagnetic | $B^2/4$ | $4.52\times10^{-12}$ | $1.23\times10^{-10}$ |

For $n=2$:

| Term | Size | $E_h$ | eV |
|---|---|---|---|
| Stark | $3F$ | $5.83\times10^{-6}$ | $1.59\times10^{-4}$ |
| Zeeman | $B$ | $4.25\times10^{-6}$ | $1.16\times10^{-4}$ |
| fine structure | $5\alpha^2/128$ | $2.08\times10^{-6}$ | $5.66\times10^{-5}$ |
| hyperfine (2s) | $3A_{\rm hf}/32$ | $2.02\times10^{-8}$ | $5.51\times10^{-7}$ |
| diamagnetic | $7B^2/2$ | $6.33\times10^{-11}$ | $1.72\times10^{-9}$ |

The Stark energy moves from fourth place to first because it is quadratic in $F\sim10^{-6}$ in 1s and linear in $n=2$.

A shift is not a splitting. In 1s the fine-structure, Stark and diamagnetic terms move all sublevels together; the Zeeman and hyperfine terms split them. In $n=2$ the splittings follow the same order as the shifts. There the three largest terms are comparable, so the table gives scales; the actual levels require diagonalizing these terms together.

The powers of the fields show where the order changes. In 1s the Zeeman shift overtakes the fine-structure shift at $6.656/2.127=3.1$ T and falls below the hyperfine shift under $0.1620/2.127=0.076$ T. In $n=2$ it falls below the fine-structure shift under $2.080/4.254=0.49$ T. The 1s Stark shift would reach the hyperfine shift at a field larger by $\sqrt{1.620\times10^{-7}/8.509\times10^{-12}}=138$, or $1.4\times10^8$ V/m.

The closest pair in 1s has the ratio $(9F^2/4)/(B^2/4)=9(F/B)^2=1.88$. It becomes 1 at $3F=B$, which is also where the linear Stark and Zeeman shifts of $n=2$ are equal. At 1 T this is an electric field of $7.3\times10^5$ V/m, so a modest reduction from 10 kV/cm reverses both pairs. For $n=2$ this value holds only for the terms acting alone. With fine structure included, the largest shift caused by the electric field is $5.35\times10^{-6}$ at 10 kV/cm instead of $5.83\times10^{-6}$, and it equals the 1 T Zeeman shift near $8.1\times10^5$ V/m. At weaker fields $3F$ overestimates further: at $10^4$ V/m the shift is $3.4\times10^{-8}$ instead of $5.8\times10^{-8}$, and about $7\times10^{-9}$ once the Lamb shift separates 2s from 2p$_{1/2}$.

## Table of computed values

```
Bohr radius a0 = 5.29177e-11 m
Hartree energy E_h = 4.35974e-18 J
electric field unit F0 = 5.14221e+11 V/m
magnetic field unit B0 = 2.35052e+05 T
other convention, F0/c = 1715.3 T
fine-structure constant alpha = 7.297353e-03
alpha^2 = 5.32514e-05
proton g factor = 5.58569
proton/electron mass ratio = 1836.153
laboratory fields: 1.0e+06 V/m and 1.0 T
F = 1.9447e-06 a.u., B = 4.2544e-06 a.u.
1s Stark coefficient, diagonalized = -2.2501 F^2
n=2 Stark coefficient, diagonalized = 3.0000 F
1s diamagnetic coefficient, diagonalized = 0.2500 B^2
2s, 2p0, 2p+-1 diamagnetic = 3.4998, 1.5000, 2.9999 B^2
Landau gauge 1s: A^2 term 0.5000 B^2
Landau gauge 1s: second-order A.p term -0.2500 B^2
Landau gauge 1s: sum 0.2500 B^2
Dirac shift 1s: -6.6566e-06 E_h = -0.125003 alpha^2
Dirac shift 2s: -2.0802e-06 E_h = -0.039064 alpha^2
Dirac shift 2p1/2: -2.0802e-06 E_h = -0.039064 alpha^2
Dirac shift 2p3/2: -4.1603e-07 E_h = -0.007813 alpha^2
field of 1s electron spin at proton = 16.69 T
1s hyperfine constant (splitting) A = 2.1599e-07 E_h
ranking by largest shift, n=1:
  fine structure: 6.656e-06 E_h = 1.811e-04 eV
  Zeeman: 2.127e-06 E_h = 5.788e-05 eV
  hyperfine: 1.620e-07 E_h = 4.408e-06 eV
  Stark: 8.509e-12 E_h = 2.315e-10 eV
  diamagnetic: 4.525e-12 E_h = 1.231e-10 eV
ranking by largest shift, n=2:
  Stark: 5.834e-06 E_h = 1.588e-04 eV
  Zeeman: 4.254e-06 E_h = 1.158e-04 eV
  fine structure: 2.080e-06 E_h = 5.660e-05 eV
  hyperfine: 2.025e-08 E_h = 5.510e-07 eV
  diamagnetic: 6.335e-11 E_h = 1.724e-09 eV
n=2 splittings, each term alone:
  Stark: 1.167e-05 E_h
  Zeeman: 8.509e-06 E_h
  fine structure: 1.664e-06 E_h
  hyperfine 2s: 2.700e-08 E_h
  diamagnetic: 3.620e-11 E_h
1s ratio Stark/diamagnetic = 1.881
```
